# What the order of a Douglas–Kroll–Hess Hamiltonian counts

**Q:** I use the second-order Douglas–Kroll–Hess Hamiltonian, DKH2, and I read the "2" as a power of $1/c$. The method should then be correct through $1/c^2$, like the Breit–Pauli Hamiltonian, and fail once an electron's momentum is comparable to $c$. Is that right?

**A:** Try it on a case with a known answer, a free electron with $p=2c$. I use Hartree atomic units with electron mass 1 and subtract the rest energy, so the exact energy is $E-c^2$ with $E=\sqrt{c^4+c^2p^2}$. At $p=2c$ this is $(\sqrt5-1)c^2=1.236\,c^2$. The expansion in $1/c$ is

$$E-c^2=\frac{p^2}{2}-\frac{p^4}{8c^2}+\frac{p^6}{16c^4}-\dots$$

Its successive partial sums at $p=2c$ are $2,\,0,\,4,\,-6,\,22$ in units of $c^2$. The square root has a branch point at $p^2=-c^2$, so the series diverges for $p>c$. A method truncated at $1/c^2$, like the Breit–Pauli Hamiltonian, would give zero here. DKH2 gives $1.236\,c^2$.

**Q:** Why does it not inherit the bad series?

**A:** Because its first step is a closed-form rotation. Take the Dirac Hamiltonian $c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V$, with $V$ the electrostatic potential energy. For the large component use orthonormal functions $\phi_i$ in which $p^2$ is diagonal, with values $p_i^2$. For the small component use $\boldsymbol\sigma\cdot\mathbf p\,\phi_i/p_i$, which are then orthonormal too. The matrix is

$$H=\begin{pmatrix}V_L & cp\\ cp & V_S-2c^2\end{pmatrix},$$

where $p$ is diagonal and $V_L$, $V_S$ are the matrices of $V$ in the two sets.

Set $V=0$ and add $c^2$. For each $i$ there remains a $2\times2$ matrix with diagonal $(c^2,-c^2)$ and off-diagonal element $cp$. Rotate it with

$$U=\begin{pmatrix}A&B\\-B&A\end{pmatrix},\qquad A=\cos\theta,\quad B=\sin\theta,\quad \tan2\theta=\frac pc .$$

Then $\cos2\theta=c^2/E$ and $\sin2\theta=cp/E$. The new off-diagonal element is $cp\cos2\theta-c^2\sin2\theta=0$, and the upper diagonal element is $c^2\cos2\theta+cp\sin2\theta=(c^4+c^2p^2)/E=E$. The half-angle formulas give

$$A=\sqrt{\frac{E+c^2}{2E}},\qquad B=\frac{cp}{\sqrt{2E(E+c^2)}} .$$

Nothing has been expanded. Subtracting $c^2$ again leaves $E-c^2$ for electrons and $-E-c^2$ for the negative-energy branch.

**Q:** So the free particle is exact before any "second order" has entered. What happens to the potential?

**A:** The same rotation turns it into two even blocks, which act within a branch, and an odd block, which connects the branches:

$$\mathcal E^+=AV_LA+BV_SB,\qquad \mathcal E^-=BV_LB+AV_SA,\qquad O=BV_SA-AV_LB .$$

All three are linear in $V$. DKH1 keeps $E-c^2+\mathcal E^+$ and drops $O$.

To remove $O$, apply $e^{W}$ with the anti-Hermitian matrix

$$W=\begin{pmatrix}0&w\\-w^\dagger&0\end{pmatrix},\qquad e^WHe^{-W}=H+[W,H]+\tfrac12[W,[W,H]]+\dots$$

Write $\mathcal E_0$ for the free part, $\mathcal E_1$ for the even part with blocks $\mathcal E^\pm$, and $\mathcal O$ for the odd part with blocks $O$ and $O^\dagger$. The odd terms linear in $V$ vanish if $[W,\mathcal E_0]=-\mathcal O$. The upper right element of this equation is

$$w_{ij}(-E_j-c^2)-(E_i-c^2)w_{ij}=-(E_i+E_j)w_{ij}=-O_{ij},$$

so

$$w_{ij}=\frac{O_{ij}}{E_i+E_j}.$$

This $w$ is of first order in $V$, and its denominator keeps the full square roots.

**Q:** Then the second-order term is whatever is even and quadratic in $V$?

**A:** Yes. The candidates are $[W,\mathcal O]$ and $\tfrac12[W,[W,\mathcal E_0]]=-\tfrac12[W,\mathcal O]$. Their sum is $\tfrac12[W,\mathcal O]$, with upper block

$$\mathcal E^{(2)}=\tfrac12\left(wO^\dagger+Ow^\dagger\right).$$

DKH2 is $E-c^2+\mathcal E^++\mathcal E^{(2)}$. Physically, the added term is the effect on an electron of the potential's coupling to the negative-energy branch and back.

An odd remainder $[W,\mathcal E_1]$ of order $V^2$ is left. Removing it takes another generator of order $V^2$, whose product with that remainder changes the even part at order $V^4$ at the earliest. Later generators act later still. The cubic even term therefore comes from $W$ alone, as $\tfrac12[W,[W,\mathcal E_1]]$. With $X=w\mathcal E^--\mathcal E^+w$, the upper right block of $[W,\mathcal E_1]$, it is

$$\mathcal E^{(3)}=\tfrac12\left(wX^\dagger+Xw^\dagger\right),$$

and adding it gives DKH3. The order is thus the highest power of $V$ kept, and the coefficients of $V^0$, $V^1$ and $V^2$ in DKH2 are complete functions of $p/c$.

**Q:** You have shown how the terms are labelled. Does the error in an energy follow the same label when $p/c$ is not small?

**A:** That can be tested at $c=1$ in a periodic one-dimensional model,

$$H=cp\,\sigma_x+(\sigma_z-1)c^2+V,\qquad V=\lambda(\cos x+0.5\cos2x).$$

The plane waves have integer $p$, so the potential mixes in states with $p/c=1$ and more. The second cosine is needed because a third-order shift of the $p=0$ level requires three momentum transfers that sum to zero, such as $1+1-2$; with $\cos x$ alone it would vanish by symmetry.

Doubling a very small $\lambda$ shows how the error of the lowest electron level grows, relative to the Dirac matrix in the same basis. The exponents found are 2.0000 for DKH1, 3.0000 for DKH2 and 4.0000 for DKH3. A missing piece of the $V^2$ coefficient, at any power of $1/c$, would in general have left a $\lambda^2$ error in DKH2.

**Q:** Then I had it backwards: DKH2 contains all orders in $1/c$, so it is exact in $1/c$ and approximate only in $V$.

**A:** The first half needs care and the second half does not follow. DKH2 contains all orders in $1/c$ in the terms it keeps. The missing $V^3$ terms have their own expansion in $1/c$, so the total energy is not exact to all orders in $1/c$.

**Q:** What about a constant potential? It can be large, and then $V^3$ is large too.

**A:** For $V=v_0$ both $V_L$ and $V_S$ are $v_0$ times the unit matrix, so

$$O=v_0(BA-AB)=0,\qquad \mathcal E^+=v_0(A^2+B^2)=v_0 .$$

With $O=0$ there is no $w$ and no higher term. The energy is $E-c^2+v_0$, as it must be. At $p=2c$ and $v_0=-0.5\,c^2$, both Dirac and DKH2 give $0.736\,c^2$. This is not special to DKH2, since DKH1 already has it.

The same argument covers a constant added to a varying potential. $O$ and $w$ do not change, $\mathcal E^\pm$ both gain $v_0$, and $X$ gains $wv_0-v_0w=0$. The levels of DKH1, DKH2 and DKH3 therefore shift rigidly. What matters is how strongly the potential couples the branches compared with the gap $E_i+E_j\ge2c^2$, and its absolute value does not measure that.

**Q:** If I insist on counting powers of $1/c$, at which power does DKH2 first go wrong?

**A:** That depends on the potential being smooth enough for the expansion to exist. Take the one-dimensional model again with a smooth $V$. There $V_L=V_S=V$, and the blocks become

$$O_{ij}=V_{ij}\sin(\theta_i-\theta_j),\qquad \mathcal E^\pm_{ij}=V_{ij}\cos(\theta_i-\theta_j).$$

For small $p/c$, $\theta=\tfrac12\arctan(p/c)=p/2c-p^3/6c^3+\dots$. Multiplying $V_{ij}$ by $p_i-p_j$ gives the matrix of a commutator, which I call

$$d=[p,V]=-iV'.$$

At leading order $O=d/2c$, and division by $2c^2$ gives $w=d/4c^3$. Both are anti-Hermitian, so

$$\mathcal E^{(2)}=-\tfrac12(wO+Ow)=-\frac{d^2}{8c^4}=\frac{V'^2}{8c^4}.$$

DKH1 omits this term. First-order perturbation theory then gives $E_{\rm Dirac}-E_{\rm DKH1}\to\langle V'^2\rangle/8c^4$, with the average taken in the nonrelativistic state. So DKH1 is already correct through $1/c^2$.

**Q:** And DKH2 would be wrong at $w^2V$, which is $1/c^6$?

**A:** That is the natural guess, but the coefficient vanishes. Here $\mathcal E^+=\mathcal E^-$, which I call $G$, so $X=[w,G]$. Since $w^\dagger=-w$ and $G$ is Hermitian, $X^\dagger=X$, and

$$\mathcal E^{(3)}=\tfrac12[w,[w,G]].$$

The leading $w$ is a function of $x$, and so is the leading $G=V$. They commute.

The next order must be worked out. Three expansions enter:

- The cubic term of $\theta$ contributes $-[p^3,V]/6c^3$ to $O$.
- The cubic term of the sine contributes $-[p,[p,[p,V]]]/48c^3$ to $O$.
- The denominator is $\dfrac1{E_i+E_j}=\dfrac1{2c^2}\left(1-\dfrac{p_i^2+p_j^2}{4c^2}+\dots\right)$.

Together they give

$$w=\frac{d}{4c^3}+\frac{w_1}{c^5}+\dots,\qquad w_1=-\frac{[p^3,V]}{12}-\frac{[p,[p,[p,V]]]}{96}-\frac{p^2d+dp^2}{16}.$$

The triple commutator is a function of $x$ and commutes with $V$. The $1/c^2$ correction to $G$ is $-[p,[p,V]]/8c^2$, also a function of $x$, and it commutes with $d$. Hence $[w,G]=[w_1,V]/c^5$ at leading order, and

$$\mathcal E^{(3)}=\frac{1}{8c^8}\,[d,[w_1,V]].$$

**Q:** Please do not skip that double commutator.

**A:** Start from $[p^2,V]=pd+dp$ and $[p^3,V]=p^2d+pdp+dp^2$. Because $d$ commutes with $V$, a second commutator with $V$ acts on the factors of $p$ alone:

$$[[p^3,V],V]=2(pd^2+dpd+d^2p),$$

$$[p^2d+dp^2,V]=pd^2+2dpd+d^2p .$$

Now take the commutator of $d$ with each. Let $e=[p,d]=-V''$, so that $[d,p]=-e$. Each of $pd^2$, $dpd$ and $d^2p$ then gives $-ed^2$. The first line contains six such products and the second four, so

$$[d,[w_1,V]]=-\tfrac1{12}(-6ed^2)-\tfrac1{16}(-4ed^2)=\tfrac34\,ed^2 .$$

Since $ed^2=(-V'')(-V'^2)=V'^2V''$,

$$E_{\rm Dirac}-E_{\rm DKH2}\to\frac{3}{32c^8}\langle V'^2V''\rangle .$$

The $V^4$ terms do not interfere. Those of the form $w^3O$ start at $1/c^{10}$. Those from the second generator start at $1/c^{12}$, because that generator is about $X/2c^2\sim c^{-7}$ and multiplies $X\sim c^{-5}$.

**Q:** An eighth power from a "second-order" method is hard to believe without a number.

**A:** Take $V=-4\cos x$. The differences from the Dirac level are:

| $c$ | Dirac − DKH1 ($E_h$) | Dirac − DKH2 ($E_h$) |
|---|---|---|
| 20 | $2.5549\times10^{-6}$ | $3.3098\times10^{-11}$ |
| 40 | $1.6080\times10^{-7}$ | $1.3014\times10^{-13}$ |

Multiplying the first column of differences by $c^4$ gives 0.4088 and 0.4116. The next correction is smaller by $1/c^2$, so four times the second value minus the first, divided by three, removes it. From the unrounded values the result is 0.4126, and $\langle V'^2\rangle/8$ is also 0.4126. Multiplying the second column by $c^8$ gives 0.847 and 0.853, which extrapolate to 0.855. The predicted value is 0.855.

In this model, then, DKH1 first fails at $1/c^4$ and DKH2 at $1/c^8$. Neither power is the label.

**Q:** My calculations are on heavy atoms, though. Does the eighth power help me there?

**A:** No. Take a point nucleus first. In three dimensions $V'^2$ becomes $|\nabla V|^2=Z^2/r^4$. Its average in an s state contains $\int r^2\,dr/r^4$, which diverges at the nucleus. Already the $1/c^4$ coefficient of $E_{\rm Dirac}-E_{\rm DKH1}$ does not exist, although the unexpanded DKH2 matrix remains usable. A finite nucleus removes the divergence but does not bring back the eighth power at the physical $c$. Its radius, about $10^{-4}$ bohr, is far below $1/c\approx7\times10^{-3}$ bohr, so the potential still mixes in momenta of order $c$ and larger, where the expansion in $p/c$ fails.

A one-electron ion with a point nucleus also hides the difference between the two counts. Put $\mathbf r=\boldsymbol\rho/Z$ and $\mathbf p=Z\boldsymbol\pi$. Then

$$\frac{H}{Z^2}=\frac cZ\,\boldsymbol\alpha\cdot\boldsymbol\pi+(\beta-1)\frac{c^2}{Z^2}-\frac1\rho ,$$

so $E/Z^2$ depends on $Z/c$ alone. Strengthening the potential and lowering $c$ are the same operation, and such an ion cannot tell you which of them the order counts. The periodic model can, because $\lambda$ and $c$ vary separately there.

**Q:** How large is the error for a real ion?

**A:** Here are 1s levels in a basis of 30 s-type Gaussians. The small-component functions are generated by $\boldsymbol\sigma\cdot\mathbf p$ as above. Spin–orbit coupling vanishes between s functions, so nothing is lost by using radial integrals. Nuclear size, recoil and quantum-electrodynamic corrections are left out. The errors are relative to the Dirac matrix in the same basis:

| $Z$ | Dirac ($E_h$) | DKH1 error | DKH2 error | DKH3 error |
|---|---|---|---|---|
| 20 | −201.077 | −0.265 | +0.0040 | −0.0001 |
| 50 | −1294.626 | −16.68 | +0.655 | −0.052 |
| 80 | −3532.191 | −154.25 | +8.87 | −0.93 |

At $Z=80$ the DKH2 level is $-3523.325\,E_h$, and $-3523.3248+3532.1914=8.867\,E_h$, or about 241 eV. That is 0.25% of the level energy. The basis itself accounts for much less: its Dirac level differs from the analytic Dirac–Coulomb value by $0.0007\,E_h$.

Raising the potential by $100\,E_h$ everywhere moves the DKH2 level by $100.0000\,E_h$ and leaves this error as it was. The error comes from the omitted terms in $V^3$ and beyond, and adding the cubic term reduces it to $-0.93\,E_h$. The numerical check printed below covers these ions, the periodic model and the free particle.

**Q:** So when I ask whether DKH2 is good enough, I should not ask whether $p/c$ is small.

**A:** Ask whether $w$, with $w_{ij}=O_{ij}/(E_i+E_j)$, is small on the states that matter. A useful indicator is the norm of $w^\dagger\psi$, the admixture of the negative-energy branch at first order in $V$. The single elements $w_{ij}$ are not, since their size depends on the basis. The norm does not fix the size of the error by itself, because $\mathcal E^{(3)}$ also contains $X$. A fast electron in a flat potential has $w=0$ and is treated exactly. An electron close to a heavy nucleus sees a steep potential that couples the two branches, and there the omitted powers of $V$ show up in the energy.

## Numbers as computed

```
speed of light c = 137.035999 a.u.
p=2c, V=0.0 c^2: Dirac 1.236068, DKH2 1.236068 (units c^2)
p=2c, V=-0.5 c^2: Dirac 0.736068, DKH2 0.736068 (units c^2)
p=2c, V=0: series through c^-0: 2.0000 (units c^2)
p=2c, V=0: series through c^-2: 0.0000 (units c^2)
p=2c, V=0: series through c^-4: 4.0000 (units c^2)
p=2c, V=0: series through c^-6: -6.0000 (units c^2)
p=2c, V=0: series through c^-8: 22.0000 (units c^2)
model: V = lambda*(cos x + 0.5 cos 2x), c = 1 a.u.
DKH1 error grows as lambda^2.0000
DKH2 error grows as lambda^3.0000
DKH3 error grows as lambda^4.0000
model: V = -4 cos x; nonrel. level -3.032335 Eh
c=20: Dirac-DKH1 = 2.5549e-06 Eh, Dirac-DKH2 = 3.3098e-11 Eh
c=40: Dirac-DKH1 = 1.6080e-07 Eh, Dirac-DKH2 = 1.3014e-13 Eh
DKH1: c^4*(Dirac-DKH1) -> 0.41259, predicted 0.41261 a.u.
DKH2: c^8*(Dirac-DKH2) -> 0.85471, predicted 0.85471 a.u.
ion basis: 30 s Gaussians, exponents 0.015*Z^2 to 8.053e+06*Z^2, ratio 2
Z=20: 1s Dirac analytic -201.0765 Eh, in basis -201.0765 Eh
Z=20: DKH1, DKH2, DKH3 levels -201.3415, -201.0725, -201.0767 Eh
Z=20: DKH1, DKH2, DKH3 minus Dirac -0.26497, +0.00398, -0.00014 Eh
Z=50: 1s Dirac analytic -1294.6261 Eh, in basis -1294.6261 Eh
Z=50: DKH1, DKH2, DKH3 levels -1311.3106, -1293.9714, -1294.6780 Eh
Z=50: DKH1, DKH2, DKH3 minus Dirac -16.68451, +0.65476, -0.05186 Eh
Z=80: 1s Dirac analytic -3532.1921 Eh, in basis -3532.1914 Eh
Z=80: DKH1, DKH2, DKH3 levels -3686.4416, -3523.3248, -3533.1191 Eh
Z=80: DKH1, DKH2, DKH3 minus Dirac -154.25012, +8.86667, -0.92765 Eh
Z=80: DKH2 minus Dirac = +241.27 eV
Z=80: V raised by 100.0 Eh moves DKH2 by 100.0000 Eh
```
